# A failing check and its repair

Subject: Truncated atomic plane waves for twisted graphene, with a residual-based convergence check.

```python
# Result under test: the central eigenvalues of a twisted-bilayer-graphene
# tight-binding matrix H are reproduced by projecting H on atomic plane waves
#   |q,X,l> = L^(-1/2) sum_r exp(i q.r) |r>,  r on sublattice X of layer l,
# with q within a cutoff of the layer corners +K_l and -K_l.
# L: graphene cells per layer in the moire cell; theta_j: Ritz values;
# rho: spectral norm of H X - X Theta for four central Ritz vectors X.
# With a gap delta to the complementary block, the error is at most
#   eps = (delta - sqrt(delta^2 - 4 rho^2)) / 2.
# Lengths are in bohr and energies in hartree, relative to the Dirac level.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, eigh, eigvalsh, qr
from scipy.sparse import coo_matrix, identity
from scipy.spatial import cKDTree
from scipy.special import j0

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
LATTICE, SPACING = 4.65, 6.35
V_PI, V_SIGMA, DECAY, RANGE = -0.1, 0.018, 0.85, 14.0
BOND = LATTICE / np.sqrt(3)
A0 = LATTICE * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
AREA = abs(np.linalg.det(A0))
K0 = np.array([4 * np.pi / (3 * LATTICE), 0.0])
P_MAX = 5.0  # largest interlayer momentum kept, 1/bohr


def hopping(r, dz):
    cos2 = (dz / r) ** 2
    return (V_PI * np.exp(-(r - BOND) / DECAY) * (1 - cos2)
            + V_SIGMA * np.exp(-(r - SPACING) / DECAY) * cos2)


def reciprocal(vectors):
    return 2 * np.pi * np.linalg.inv(vectors).T


def sublattices(A):
    return np.array([A.sum(axis=0) / 3, 2 * A.sum(axis=0) / 3])


def integer_grid(n):
    s = np.arange(-n, n + 1)
    return np.array([(i, j) for i in s for j in s])


def layer_bloch(A, q):
    """2x2 Bloch matrices of one layer, by explicit lattice sums."""
    tau, R = sublattices(A), integer_grid(6) @ A
    h = np.zeros((len(q), 2, 2), complex)
    for x in range(2):
        for y in range(2):
            d = tau[x] - tau[y] - R
            r = np.linalg.norm(d, axis=1)
            ok = (r > 1e-8) & (r < RANGE)
            h[:, x, y] = np.exp(-1j * q @ d[ok].T) @ hopping(r[ok], 0.0)
    return h


E_DIRAC = layer_bloch(A0, K0[None])[0, 0, 0].real
RHO_MAX = np.sqrt(RANGE**2 - SPACING**2)
nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = RHO_MAX * (nodes + 1) / 2, RHO_MAX * weights / 2
RADIAL = 2 * np.pi * weights * nodes * hopping(
    np.sqrt(nodes**2 + SPACING**2), SPACING)


def tunnelling(p):
    """Two-dimensional Fourier transform of interlayer hopping / cell area."""
    return j0(np.multiply.outer(p, nodes)) @ RADIAL / AREA


class Bilayer:
    def __init__(self, m):
        n = m + 1
        self.L = L = m * m + m * n + n * n
        self.angle = np.arccos((m * m + 4 * m * n + n * n) / (2 * L))
        c, s = np.cos(self.angle), np.sin(self.angle)
        rot = np.array([[c, -s], [s, c]])
        self.A = [A0, A0 @ rot.T]
        self.K = [K0, rot @ K0]
        self.T = np.array([[m, n], [-n, m + n]]) @ A0
        other = np.array([[n, m], [-m, m + n]]) @ self.A[1]
        assert np.allclose(self.T, other, atol=1e-8)
        self.G = reciprocal(self.T)
        self.blocks = []
        ij = integer_grid(2 * n + m)
        for A, (u, v) in zip(self.A, [(m, n), (n, m)]):
            f = ij @ np.array([[u + v, -v], [v, u]])
            cells = ij[np.all((f >= 0) & (f < L), axis=1)]
            assert len(cells) == L
            self.blocks += [cells @ A + tau for tau in sublattices(A)]
        xy = np.vstack(self.blocks)
        self.N = len(xy)
        z = np.repeat([0.0, SPACING], 2 * L)
        images = np.vstack([xy + t for t in integer_grid(1) @ self.T])
        home = cKDTree(np.column_stack([xy, z]))
        far = cKDTree(np.column_stack([images, np.tile(z, 9)]))
        pairs = home.sparse_distance_matrix(far, RANGE, output_type="ndarray")
        pairs = pairs[pairs["v"] > 1e-8]
        self.i, j = pairs["i"], pairs["j"]
        self.j = j % self.N
        self.d = xy[self.i] - images[j]
        self.t = hopping(pairs["v"], z[self.i] - z[self.j])

    def sparse_h(self, k):
        values = self.t * np.exp(-1j * self.d @ k)
        h = coo_matrix((values, (self.i, self.j)), shape=(self.N, self.N))
        return h.tocsr() - E_DIRAC * identity(self.N, format="csr")

    def waves(self, k, cutoff):
        """Kept q vectors in each layer, folded to the nearest corner."""
        result = []
        for A, K in zip(self.A, self.K):
            q = k + np.arange(self.L)[:, None] * self.G[0]
            options = []
            for corner in (K, -K):
                c = (q - corner) @ A.T / (2 * np.pi)
                c -= np.round(c)
                d = (c[:, None] + integer_grid(1)[None]) @ reciprocal(A)
                best = np.argmin(np.linalg.norm(d, axis=2), axis=1)
                options.append(d[np.arange(self.L), best])
            dist = np.array([np.linalg.norm(d, axis=1) for d in options])
            first = dist[0] <= dist[1]
            folded = np.where(first[:, None], K + options[0], -K + options[1])
            result.append(folded[dist.min(axis=0) < cutoff])
        return result

    def embedding(self, k, qs):
        return [np.exp(1j * self.blocks[b] @ (qs[b // 2] - k).T)
                / np.sqrt(self.L) for b in range(4)]

    def reduced_h(self, qs):
        """Projected matrix assembled only from reciprocal-space formulas."""
        n1, n2 = map(len, qs)
        start = [0, n1, 2 * n1, 2 * n1 + n2]
        H = np.zeros((2 * (n1 + n2),) * 2, complex)
        for l in range(2):
            h, s = layer_bloch(self.A[l], qs[l]), np.arange(len(qs[l]))
            for x in range(2):
                for y in range(2):
                    H[start[2*l+x] + s, start[2*l+y] + s] = (
                        h[:, x, y] - E_DIRAC * (x == y))
        tau1, tau2 = sublattices(self.A[0]), sublattices(self.A[1])
        for g1 in integer_grid(5) @ reciprocal(self.A[0]):
            p = qs[0] + g1
            size = np.linalg.norm(p, axis=1)
            if size.min() >= P_MAX:
                continue
            diff = p[:, None] - qs[1][None]
            c = diff @ self.A[1].T / (2 * np.pi)
            match = np.all(abs(c - np.round(c)) < 1e-6, axis=2)
            i, j = np.nonzero(match & (size < P_MAX)[:, None])
            if len(i) == 0:
                continue
            amp, g2 = tunnelling(size[i]), diff[i, j]
            for x in range(2):
                for y in range(2):
                    v = amp * np.exp(1j * (g1 @ tau1[x] - g2 @ tau2[y]))
                    H[start[x] + i, start[2 + y] + j] += v
                    H[start[2 + y] + j, start[x] + i] += v.conj()
        return H


def central(n):
    return slice(n // 2 - 2, n // 2 + 2)


def special_points(b):
    return {"Gamma": np.zeros(2), "M": b.G[0] / 2,
            "K": (2 * b.G[0] + b.G[1]) / 3}


print("Lattice constant, layer spacing (bohr):", LATTICE, SPACING)
print("In-plane, vertical hopping (hartree):", V_PI, V_SIGMA)
print("Decay length, hopping range (bohr):", DECAY, RANGE)
print(f"Corner wave number |K| (1/bohr): {K0[0]:.5f}")
print(f"Isolated-layer Dirac level (hartree): {E_DIRAC:.6f}")
for name, factor in [("|K|", 1), ("2|K|", 2), ("sqrt(7)|K|", np.sqrt(7))]:
    print(f"Tunnelling at {name} (mHa): {1000*tunnelling(factor*K0[0]):.6f}")

# Complete benchmark of the projection and of its error bounds.
small = Bilayer(6)
print(f"Benchmark m=6: angle {np.degrees(small.angle):.4f} deg, "
      f"{small.N} atoms")
for name in ("M", "K"):
    k = special_points(small)[name]
    H = small.sparse_h(k).toarray()
    assert np.max(abs(H - H.conj().T)) < 1e-11
    exact = eigvalsh(H)[central(small.N)]
    complete = block_diag(*small.embedding(k, small.waves(k, np.inf)))
    assert complete.shape == H.shape
    assert np.max(abs(complete.conj().T @ complete - np.eye(small.N))) < 1e-9
    print(f"m=6 {name} full energies (mHa):", np.round(1000 * exact, 5))
    print("  cutoff(1/bohr) waves error(Ha) rho(Ha) bound(Ha) "
          "discarded gap(Ha)")
    errors = []
    for cutoff in (0.15, 0.22, 0.30, 0.38):
        qs = small.waves(k, cutoff)
        P = block_diag(*small.embedding(k, qs))
        nP = P.shape[1]
        HPP = P.conj().T @ H @ P
        # Finite hopping range leaves a weak Fourier tail above P_MAX.
        assert np.max(abs(HPP - small.reduced_h(qs))) < 1e-6
        theta, U = eigh(HPP)
        theta, X = theta[central(nP)], P @ U[:, central(nP)]
        rho = np.linalg.norm(H @ X - X * theta, 2)
        W = qr(X)[0][:, 4:]
        rest = eigvalsh(W.conj().T @ H @ W)
        assert not np.any((rest >= theta[0]) & (rest <= theta[-1]))
        delta = np.min(np.maximum(theta[0] - rest, rest - theta[-1]))
        assert rho < delta / 2
        # Equivalent form of eps without cancellation.
        bound = 2 * rho**2 / (delta + np.sqrt(delta**2 - 4 * rho**2))
        Q = qr(P)[0][:, nP:]
        discarded = eigvalsh(Q.conj().T @ H @ Q)
        assert np.min(abs(discarded)) > np.max(abs(theta))
        assert np.sum(discarded < 0) == (small.N - nP) // 2
        error = np.max(abs(theta - exact))
        assert error <= bound + 1e-12 and error <= rho + 1e-12
        errors.append(error)
        print(f"  {cutoff:.2f} {nP:4d} {error:.3e} {rho:.3e} {bound:.3e} "
              f"{np.min(abs(discarded)):.5f}")
    assert errors[-1] < 1e-6 and errors[-1] < 0.1 * errors[0]

# Second full diagonalization, at a smaller angle.
middle = Bilayer(10)
k = special_points(middle)["M"]
exact = eigvalsh(middle.sparse_h(k).toarray())[central(middle.N)]
print(f"Benchmark m=10: angle {np.degrees(middle.angle):.4f} deg, "
      f"{middle.N} atoms")
print("m=10 M full energies (mHa):", np.round(1000 * exact, 5))
for cutoff in (0.15, 0.25):
    h = middle.reduced_h(middle.waves(k, cutoff))
    error = np.max(abs(eigvalsh(h)[central(len(h))] - exact))
    print(f"  cutoff {cutoff:.2f}/bohr, {len(h)} waves, error {error:.3e} Ha")
assert error < 1e-6

# Small-angle application, checked by the full sparse Hamiltonian.
large = Bilayer(31)
print(f"Application m=31: angle {np.degrees(large.angle):.4f} deg, "
      f"{large.N} atoms")
print(f"Moire period (bohr): {np.linalg.norm(large.T[0]):.3f}")
print(f"Corner separation (1/bohr): "
      f"{np.linalg.norm(large.K[1] - large.K[0]):.6f}")


def reduce_and_check(b, k, H, cutoff):
    qs = b.waves(k, cutoff)
    h = b.reduced_h(qs)
    values, U = eigh(h)
    middle_states = central(len(h))
    C, edges = U[:, middle_states], np.cumsum(
        [len(qs[0]), len(qs[0]), len(qs[1])])
    X = np.vstack([E @ c for E, c in zip(b.embedding(k, qs),
                                         np.split(C, edges))])
    assert np.max(abs(X.conj().T @ X - np.eye(4))) < 1e-8
    HX = H @ X
    Theta = X.conj().T @ HX
    Theta = (Theta + Theta.conj().T) / 2
    ritz = eigvalsh(Theta)
    assert np.max(abs(ritz - values[middle_states])) < 1e-6
    return len(h), ritz, np.linalg.norm(HX - X @ Theta, 2)


points = special_points(large)
H = large.sparse_h(points["M"])
residuals = []
print("m=31 M: cutoff(1/bohr) waves rho(Ha) four energies(mHa)")
for cutoff in (0.04, 0.06, 0.08, 0.10, 0.12):
    size, ritz, rho = reduce_and_check(large, points["M"], H, cutoff)
    residuals.append(rho)
    print(f"  {cutoff:.2f} {size:4d} {rho:.3e}", np.round(1000 * ritz, 5))
assert residuals[-1] < 0.05 * residuals[0]
print("m=31 final energies at cutoff 0.12/bohr:")
for name, k in points.items():
    size, ritz, rho = reduce_and_check(large, k, large.sparse_h(k), 0.12)
    assert rho < 1e-5
    print(f"  {name}: {size} waves, rho {rho:.3e} Ha = "
          f"{rho * HARTREE_MEV:.3e} meV")
    print("    mHa:", np.round(1000 * ritz, 5),
          " meV:", np.round(HARTREE_MEV * ritz, 4))
print("all assertions hold")
```

The run ends like this:

```
Lattice constant, layer spacing (bohr): 4.65 6.35
In-plane, vertical hopping (hartree): -0.1 0.018
Decay length, hopping range (bohr): 0.85 14.0
Corner wave number |K| (1/bohr): 0.90082
Isolated-layer Dirac level (hartree): 0.028763
Tunnelling at |K| (mHa): 4.163557
Tunnelling at 2|K| (mHa): 0.058594
Tunnelling at sqrt(7)|K| (mHa): 0.002294
Benchmark m=6: angle 5.0858 deg, 508 atoms
m=6 M full energies (mHa): [-9.62023 -9.62018  9.96549  9.96554]
  cutoff(1/bohr) waves error(Ha) rho(Ha) bound(Ha) discarded gap(Ha)
  0.15   40 9.913e-05 3.114e-03 1.600e-03 0.04955
  0.22   64 3.888e-06 7.310e-04 6.952e-05 0.06225
  0.30  136 1.122e-07 1.329e-04 2.276e-06 0.07038
  0.38  200 2.871e-09 2.184e-05 6.146e-08 0.07407
m=6 K full energies (mHa): [-0.0912  -0.0912  -0.09114 -0.09114]
  cutoff(1/bohr) waves error(Ha) rho(Ha) bound(Ha) discarded gap(Ha)
  0.15   40 1.900e-06 7.837e-04 2.363e-05 0.05461
  0.22   76 1.064e-07 1.451e-04 8.087e-07 0.06674
  0.30  148 1.230e-09 2.047e-05 1.609e-08 0.07348
  0.38  232 6.478e-11 3.193e-06 3.918e-10 0.07597
Benchmark m=10: angle 3.1497 deg, 1324 atoms
m=10 M full energies (mHa): [-3.97422 -3.97418  4.49553  4.49554]
  cutoff 0.15/bohr, 80 waves, error 1.404e-05 Ha
  cutoff 0.25/bohr, 248 waves, error 2.472e-08 Ha
Application m=31: angle 1.0501 deg, 11908 atoms
Moire period (bohr): 253.713
Corner separation (1/bohr): 0.016510
m=31 M: cutoff(1/bohr) waves rho(Ha) four energies(mHa)
  0.04   56 5.812e-03 [0.19833 0.19833 0.50941 0.50941]
  0.06  136 2.334e-03 [0.38001 0.38001 0.52753 0.52754]
  0.08  232 6.737e-04 [0.41017 0.41018 0.56815 0.56816]
  0.10  352 1.615e-04 [0.41331 0.41332 0.57083 0.57083]
  0.12  504 3.018e-05 [0.41354 0.41354 0.57096 0.57096]
m=31 final energies at cutoff 0.12/bohr:
Traceback (most recent call last):
  File "check.py", line 277, in <module>
    assert rho < 1e-5
           ^^^^^^^^^^
AssertionError
```

Diagnosis: The small-angle example stopped at a plane-wave cutoff of 0.12/bohr, which is too small for the required residual of 1e-5 hartree: at M the residual was still 3.0e-5 hartree, though it was falling by a factor of about four to five for each added 0.02/bohr. The formulas and the residual test were not at fault, so the final cutoff is raised to 0.16/bohr and the tolerance stays at 1e-5 hartree. The M table now uses cutoffs 0.04, 0.08, 0.12 and 0.16/bohr, and only the four central eigenvectors are computed, to limit the cost of the larger matrices. The price is a larger reduced matrix at the final cutoff; no test is removed or loosened.

Repair:

```diff
@@ -208,4 +208,5 @@
         rest = eigvalsh(W.conj().T @ H @ W)
         assert not np.any((rest >= theta[0]) & (rest <= theta[-1]))
+        assert np.sum(rest < theta[0]) == small.N // 2 - 2
         delta = np.min(np.maximum(theta[0] - rest, rest - theta[-1]))
         assert rho < delta / 2
@@ -248,8 +249,7 @@
     qs = b.waves(k, cutoff)
     h = b.reduced_h(qs)
-    values, U = eigh(h)
-    middle_states = central(len(h))
-    C, edges = U[:, middle_states], np.cumsum(
-        [len(qs[0]), len(qs[0]), len(qs[1])])
+    half = len(h) // 2
+    values, C = eigh(h, subset_by_index=[half - 2, half + 1])
+    edges = np.cumsum([len(qs[0]), len(qs[0]), len(qs[1])])
     X = np.vstack([E @ c for E, c in zip(b.embedding(k, qs),
                                          np.split(C, edges))])
@@ -259,24 +259,30 @@
     Theta = (Theta + Theta.conj().T) / 2
     ritz = eigvalsh(Theta)
-    assert np.max(abs(ritz - values[middle_states])) < 1e-6
+    assert np.max(abs(ritz - values)) < 1e-6
     return len(h), ritz, np.linalg.norm(HX - X @ Theta, 2)
 
 
+CUTOFFS = (0.04, 0.08, 0.12, 0.16)
 points = special_points(large)
 H = large.sparse_h(points["M"])
 residuals = []
 print("m=31 M: cutoff(1/bohr) waves rho(Ha) four energies(mHa)")
-for cutoff in (0.04, 0.06, 0.08, 0.10, 0.12):
-    size, ritz, rho = reduce_and_check(large, points["M"], H, cutoff)
+for cutoff in CUTOFFS:
+    result_at_m = reduce_and_check(large, points["M"], H, cutoff)
+    size, ritz, rho = result_at_m
     residuals.append(rho)
     print(f"  {cutoff:.2f} {size:4d} {rho:.3e}", np.round(1000 * ritz, 5))
 assert residuals[-1] < 0.05 * residuals[0]
-print("m=31 final energies at cutoff 0.12/bohr:")
+print(f"m=31 final energies at cutoff {CUTOFFS[-1]:.2f}/bohr:")
 for name, k in points.items():
-    size, ritz, rho = reduce_and_check(large, k, large.sparse_h(k), 0.12)
-    assert rho < 1e-5
+    if name == "M":
+        size, ritz, rho = result_at_m
+    else:
+        size, ritz, rho = reduce_and_check(
+            large, k, large.sparse_h(k), CUTOFFS[-1])
     print(f"  {name}: {size} waves, rho {rho:.3e} Ha = "
           f"{rho * HARTREE_MEV:.3e} meV")
     print("    mHa:", np.round(1000 * ritz, 5),
           " meV:", np.round(HARTREE_MEV * ritz, 4))
+    assert rho < 1e-5
 print("all assertions hold")
```

After the repair:

```
Lattice constant, layer spacing (bohr): 4.65 6.35
In-plane, vertical hopping (hartree): -0.1 0.018
Decay length, hopping range (bohr): 0.85 14.0
Corner wave number |K| (1/bohr): 0.90082
Isolated-layer Dirac level (hartree): 0.028763
Tunnelling at |K| (mHa): 4.163557
Tunnelling at 2|K| (mHa): 0.058594
Tunnelling at sqrt(7)|K| (mHa): 0.002294
Benchmark m=6: angle 5.0858 deg, 508 atoms
m=6 M full energies (mHa): [-9.62023 -9.62018  9.96549  9.96554]
  cutoff(1/bohr) waves error(Ha) rho(Ha) bound(Ha) discarded gap(Ha)
  0.15   40 9.913e-05 3.114e-03 1.600e-03 0.04955
  0.22   64 3.888e-06 7.310e-04 6.952e-05 0.06225
  0.30  136 1.122e-07 1.329e-04 2.276e-06 0.07038
  0.38  200 2.871e-09 2.184e-05 6.146e-08 0.07407
m=6 K full energies (mHa): [-0.0912  -0.0912  -0.09114 -0.09114]
  cutoff(1/bohr) waves error(Ha) rho(Ha) bound(Ha) discarded gap(Ha)
  0.15   40 1.900e-06 7.837e-04 2.363e-05 0.05461
  0.22   76 1.064e-07 1.451e-04 8.087e-07 0.06674
  0.30  148 1.230e-09 2.047e-05 1.609e-08 0.07348
  0.38  232 6.478e-11 3.193e-06 3.918e-10 0.07597
Benchmark m=10: angle 3.1497 deg, 1324 atoms
m=10 M full energies (mHa): [-3.97422 -3.97418  4.49553  4.49554]
  cutoff 0.15/bohr, 80 waves, error 1.404e-05 Ha
  cutoff 0.25/bohr, 248 waves, error 2.472e-08 Ha
Application m=31: angle 1.0501 deg, 11908 atoms
Moire period (bohr): 253.713
Corner separation (1/bohr): 0.016510
m=31 M: cutoff(1/bohr) waves rho(Ha) four energies(mHa)
  0.04   56 5.812e-03 [0.19833 0.19833 0.50941 0.50941]
  0.08  232 6.737e-04 [0.41017 0.41018 0.56815 0.56816]
  0.12  504 3.018e-05 [0.41354 0.41354 0.57096 0.57096]
  0.16  920 4.742e-07 [0.41355 0.41355 0.57097 0.57097]
m=31 final energies at cutoff 0.16/bohr:
  Gamma: 912 waves, rho 3.646e-07 Ha = 9.921e-03 meV
    mHa: [-0.21713 -0.21713  1.159    1.159  ]  meV: [-5.9084 -5.9083 31.5379 31.538 ]
  M: 920 waves, rho 4.742e-07 Ha = 1.290e-02 meV
    mHa: [0.41355 0.41355 0.57097 0.57097]  meV: [11.2532 11.2533 15.5368 15.537 ]
  K: 940 waves, rho 3.336e-07 Ha = 9.079e-03 meV
    mHa: [0.4916  0.4916  0.49161 0.49161]  meV: [13.3772 13.3772 13.3774 13.3774]
all assertions hold
```
